# Energy levels of a triangular well: Airy functions and WKB

An electron in the inversion layer of a MOS structure is pressed against the oxide by an electric field normal to the interface. Let $z$ be the distance from the oxide into the semiconductor. The model has a uniform field and an impenetrable oxide:

$$V(z)=Fz\quad(z>0),\qquad \psi(0)=0,$$

where $F>0$ is the magnitude of the force, that is, the elementary charge times the field. The electron has a constant effective mass $m$ for motion along $z$. Motion parallel to the interface is free and separates off, so $E$ below is the energy of the $z$ motion alone. Any variation of the field across the well, whether caused by the other inversion electrons or by ionized dopants, is left out.

## (a) Scaling

**Find the natural length and energy of the problem, and deduce how every level depends on $F$ and $m$.**

**Solution.** The equation to solve is

$$-\frac{\hbar^2}{2m}\frac{d^2\psi}{dz^2}+Fz\,\psi=E\psi .$$

Put $z=lu$ with a length $l$ still to be chosen. The kinetic term acquires the factor $\hbar^2/(2ml^2)$ and the potential becomes $Flu$. The two coefficients are equal if

$$\frac{\hbar^2}{2ml^2}=Fl\quad\Longrightarrow\quad l=\left(\frac{\hbar^2}{2mF}\right)^{1/3}.$$

Dividing by $Fl$ and writing $s=E/(Fl)$ gives $\psi_{uu}=(u-s)\psi$. The shift $x=u-s$ removes the last parameter:

$$\frac{d^2\psi}{dx^2}=x\,\psi,\qquad x=\frac zl-s. \tag{1}$$

The classical turning point $z_t=E/F$ lies at $x=0$ and the wall at $x=-s$. The allowed $s$ are therefore pure numbers, and

$$E=Fl\,s=\left(\frac{\hbar^2F^2}{2m}\right)^{1/3}s .$$

Every level grows as $F^{2/3}$ and falls as $m^{-1/3}$. A stronger field squeezes the state, since $l\propto F^{-1/3}$, and so raises its kinetic energy too.

## (b) The decaying solution and the exact levels

**Construct a solution of (1) that decays for $x\to\infty$, show that it is unique up to a factor, and state the condition for the energies.**

**Solution.** A Fourier integral turns multiplication by $x$ into a derivative. Consider

$$\mathrm{Ai}(x)=\frac1{2\pi}\int e^{i(k^3/3+kx)}\,dk,\qquad k=\kappa+i\eta,$$

with $\kappa$ running from $-\infty$ to $\infty$ and $\eta>0$ fixed. The real part of the exponent is

$$-\eta\kappa^2+\tfrac13\eta^3-\eta x, \tag{2}$$

so the integral converges like a Gaussian and may be differentiated under the integral sign. By Cauchy's theorem it does not depend on $\eta$. Changing $\kappa$ to $-\kappa$ conjugates the integrand, so the function is real. It solves (1) because

$$\mathrm{Ai}''-x\,\mathrm{Ai}=\frac1{2\pi}\int\!-(k^2+x)\,e^{i(k^3/3+kx)}dk=\frac{i}{2\pi}\int\frac{d}{dk}e^{i(k^3/3+kx)}dk=0 .$$

For $x>0$, take the modulus of the integrand and use $\int e^{-\eta\kappa^2}d\kappa=\sqrt{\pi/\eta}$. The choice $\eta=\sqrt x$ gives

$$|\mathrm{Ai}(x)|\le\frac{e^{-2x^{3/2}/3}}{2\sqrt\pi\,x^{1/4}} .$$

The derivative has an extra factor $ik$ in the integrand, which alters only the power of $x$, so $\mathrm{Ai}'$ decays too. Part (c) shows that $\mathrm{Ai}$ is not identically zero.

*Uniqueness.* Let $y$ be another real solution, square-integrable at large $x$. For $x>0$,

$$(y^2)''=2y'^2+2xy^2\ge0 ,$$

so $y^2$ is convex. A convex integrable function must decrease to zero. Hence $y$ keeps one sign, say $y>0$, with $y'\le0$. Since $y''=xy>0$, $y'$ increases towards zero and is bounded. The Wronskian $W=\mathrm{Ai}\,y'-\mathrm{Ai}'y$ is constant, because $W'=x\,\mathrm{Ai}\,y-x\,\mathrm{Ai}\,y=0$, and it tends to zero at large $x$. Thus $W=0$, and $y$ is a multiple of $\mathrm{Ai}$.

*Wall condition.* The bound state is $\psi\propto\mathrm{Ai}(z/l-s)$, and $\psi(0)=0$ requires $\mathrm{Ai}(-s)=0$. No zero can lie at $x_0\ge0$: integrating $(yy')'=y'^2+xy^2$ from such a zero to infinity, with $y=\mathrm{Ai}$, would give zero on the left and a positive number on the right. So $s>0$. Ordering the zeros as $0<s_0<s_1<\dots$,

$$\boxed{E_n=Fl\,s_n,\qquad \mathrm{Ai}(-s_n)=0,\qquad n=0,1,2,\dots} \tag{3}$$

The wavefunction of level $n$ also vanishes at $z=l(s_n-s_j)$ for each $j<n$. It therefore has $n$ nodes inside the well, and $n=0$ is the ground level.

## (c) The wave far inside the allowed region

**Find the leading form of $\mathrm{Ai}(-\sigma)$ for large positive $\sigma$, including its phase.**

**Solution.** With $x=-\sigma$ the exponent is $i\varphi$, where $\varphi=k^3/3-\sigma k$. It is stationary at $k=\pm\sqrt\sigma$. At the positive point,

$$\varphi=-\tfrac23\sigma^{3/2},\qquad \varphi''=2\sqrt\sigma .$$

The contour may be deformed into $\eta=|\kappa|-\sqrt\sigma$, which passes through both stationary points; the integrand decays in the sectors crossed at infinity. On the right half put $\kappa=\sqrt\sigma+\delta$, so that $k=\sqrt\sigma+(1+i)\delta$ with $\delta\ge-\sqrt\sigma$. The real part of the exponent is then

$$-2\sqrt\sigma\,\delta^2-\tfrac23\delta^3 ,$$

which is negative except at $\delta=0$. The integral is thus dominated by $|\delta|\lesssim\sigma^{-1/4}$. There the cubic term is of order $\sigma^{-3/4}$; being odd in $\delta$, it cancels at first order and leaves a relative correction of order $\sigma^{-3/2}$. Since $1+i=\sqrt2\,e^{i\pi/4}$, the Gaussian part is

$$\sqrt2\,e^{i\pi/4}\int_{-\infty}^{\infty}e^{-2\sqrt\sigma\delta^2}d\delta=e^{i\pi/4}\sqrt\pi\,\sigma^{-1/4}.$$

The left half gives the complex conjugate. Adding the two and dividing by $2\pi$,

$$\mathrm{Ai}(-\sigma)\simeq\frac{\cos(\frac23\sigma^{3/2}-\frac\pi4)}{\sqrt\pi\,\sigma^{1/4}}=\frac{\sin(\frac23\sigma^{3/2}+\frac\pi4)}{\sqrt\pi\,\sigma^{1/4}} . \tag{4}$$

The sine keeps changing sign as $\sigma$ grows, so there are infinitely many levels.

## (d) The WKB quantization rule

**Derive the WKB wave in the allowed region, fix its phase at the turning point, and impose the wall condition.**

**Solution.** In the allowed region write $\sigma=-x=(z_t-z)/l$, the scaled distance from the turning point towards the wall. Equation (1) becomes $\psi''+\sigma\psi=0$, with primes now denoting $d/d\sigma$. Try an amplitude and a phase linked by

$$\psi=q^{-1/2}\sin\theta,\qquad\theta'=q .$$

Differentiating twice,

$$\psi''=\left[(q^{-1/2})''-q^{3/2}\right]\sin\theta+\left[q\,(q^{-1/2})'+(q^{1/2})'\right]\cos\theta .$$

The cosine bracket is $-\frac12q^{-1/2}q'+\frac12q^{-1/2}q'=0$. The equation is satisfied if

$$q^2=\sigma+q^{1/2}(q^{-1/2})'' . \tag{5}$$

WKB drops the last term, which is small where the wavelength changes slowly. Then $q=\sqrt\sigma$. In ordinary units this is the local wave number

$$k(z)=\frac{\sqrt{2m(E-Fz)}}{\hbar}=\frac{\sqrt\sigma}{l},$$

and the accumulated phase is

$$\int_z^{z_t}k\,dz'=\int_0^\sigma\sqrt{\sigma'}\,d\sigma'=\tfrac23\sigma^{3/2}.$$

Followed along the real axis, the WKB wave alone does not supply the additive constant, because the dropped term is not small near $\sigma=0$. Equation (4) does: the solution that decays beyond the turning point has the constant $\pi/4$. Hence

$$\psi_{\rm WKB}\propto\frac1{\sqrt{k}}\sin\left(\int_z^{z_t}k\,dz'+\frac\pi4\right).$$

Going from the turning point to the wall, the argument rises from $\pi/4$ and the sine vanishes at $\pi,2\pi,\dots$. With $n$ nodes inside the well, the wall is zero number $n+1$, where the argument is $(n+1)\pi$. Therefore

$$\boxed{\int_0^{z_t}k\,dz=\left(n+\tfrac34\right)\pi} \tag{6}$$

The three quarters is $1-\frac14$. Between two hard walls the wave $\sin\int k\,dz$ must vanish at both ends, which requires an action of $(n+1)\pi$. Replacing one wall by a soft turning point lets the wave leak into the forbidden region, and $\pi/4$ less phase is needed in the allowed region.

## (e) WKB energies and the classical limit

**Solve (6) for the energies, and interpret the level spacing at large $n$.**

**Solution.** At the wall $\sigma=s=E/(Fl)$, so (6) reads $\frac23s^{3/2}=(n+\frac34)\pi$. Hence

$$E_n^{\rm WKB}=Fl\,t_n^{2/3},\qquad t_n=\frac{3\pi}2\left(n+\frac34\right). \tag{7}$$

For the ground level $t_0=9\pi/8$, and

$$s_0^{\rm WKB}=\left(\frac{9\pi}8\right)^{2/3}=2.3203,\qquad s_0=2.3381 .$$

The second value is the first zero in (3), located numerically by its sign change. The WKB ground energy is 0.76 % below the Airy value, relative to the latter, whatever $F$ and $m$ are, since both energies carry the factor $Fl$.

For large $n$, treat $n$ as continuous and differentiate $\frac23s^{3/2}=(n+\frac34)\pi$. This gives $\sqrt s\,ds/dn=\pi$, so the spacing is

$$\Delta E\simeq\frac{\pi Fl}{\sqrt{s_n}} .$$

Classically the electron leaves the wall with momentum $p=\sqrt{2mE}$ and returns after a time $T=2p/F$. The corresponding quantum is

$$\frac{2\pi\hbar}{T}=\frac{\pi\hbar F}{\sqrt{2mE}}=\frac{\pi Fl}{\sqrt s},$$

where the last step uses $\hbar^2/(2m)=Fl^3$ and $E=Fls$. The spacing is $\hbar$ times the angular frequency $2\pi/T$ of the bouncing motion. It decreases upwards because a more energetic electron takes longer to return.

## (f) Why the WKB error is small, and its sign

**Use the term dropped from (5) to find the first correction to the WKB levels.**

**Solution.** Insert the leading $q=\sigma^{1/2}$ in the small term:

$$q^{1/2}(q^{-1/2})''\simeq\sigma^{1/4}\left(-\tfrac14\right)\left(-\tfrac54\right)\sigma^{-9/4}=\frac5{16\sigma^2}.$$

Taking the square root of (5) to first order,

$$q\simeq\sigma^{1/2}+\tfrac5{32}\sigma^{-5/2}.$$

Integrate, with the constant fixed by (4) at large $\sigma$:

$$\theta\simeq\tfrac23\sigma^{3/2}+\tfrac\pi4-\tfrac5{48}\sigma^{-3/2}.$$

The correction to $q$ is positive, yet the phase at finite $\sigma$ is lowered, because the constant belongs to the limit $\sigma\to\infty$. The wall condition $\theta(s_n)=(n+1)\pi$, multiplied by $\frac32$, becomes

$$s_n^{3/2}-\frac5{32}s_n^{-3/2}\simeq t_n\quad\Longrightarrow\quad s_n^{3/2}\simeq t_n+\frac5{32t_n}.$$

Raising this to the power $\frac23$ and expanding,

$$s_n\simeq t_n^{2/3}\left(1+\frac5{48t_n^2}\right). \tag{8}$$

At the WKB energy the true phase at the wall falls slightly short, so the true level is higher. The relative error decreases as $1/n^2$ for large $n$.

The expansion is useful even for the ground level because its conditions matter at the wall, not at the turning point. To leading order at large $\sigma$, the dropped term relative to $\sigma$ is $5/(16\sigma^3)$. At the wall, with $\sigma=s_0=2.338$, this estimate is about 0.024. Near the turning point the estimate fails, but there the Airy function has replaced the WKB wave. Since the potential is linear throughout the well, this matching involves no further approximation of the potential. In a curved potential the same argument needs a linear region around $z_t$ wide enough for (4) to apply, and a potential that varies slowly enough for WKB to hold from there to the wall.

## (g) Mean distance from the oxide

**Find $\langle z\rangle$ in level $n$ without evaluating an integral of Airy functions.**

**Solution.** Stretch the normalized eigenfunction: $\psi_\lambda(z)=\sqrt\lambda\,\psi(\lambda z)$. It remains normalized and still vanishes at the wall, because $z=0$ is unmoved. The kinetic energy scales as $\lambda^2$ and the mean distance as $1/\lambda$:

$$E(\lambda)=\lambda^2\langle T\rangle+\frac{F\langle z\rangle}\lambda .$$

The energy is stationary at an eigenstate for variations that respect the boundary condition, so $E'(1)=0$. This gives $2\langle T\rangle=F\langle z\rangle$, and then

$$E=\langle T\rangle+F\langle z\rangle=\tfrac32F\langle z\rangle\quad\Longrightarrow\quad\langle z\rangle=\frac{2E}{3F}=\tfrac23z_t .$$

One third of the energy is kinetic and two thirds potential. In a gate stack, the distance $\langle z\rangle$ places the inversion charge behind the interface rather than on it, which weakens its capacitive coupling to the gate.

## (h) A worked example

**Take $m=0.5$ electron masses and a field of 50 MV/m. Evaluate the ground level both ways, and examine how much the phase in (6) matters.**

**Solution.** These are round model parameters, not those of silicon. There the mass along $z$ depends on the valley, about 0.92 and 0.19 electron masses at a (100) surface, and each mass gives its own ladder of levels. A field of 50 MV/m gives $F=50$ meV/nm, and $\hbar^2/(2m)=76.20$ meV nm². Therefore

$$l=\left(\frac{76.20}{50}\right)^{1/3}\text{nm}=1.151\ \text{nm},\qquad Fl=57.54\ \text{meV}.$$

The two ground energies are

$$E_0=57.54\times2.3381=134.5\ \text{meV},$$

$$E_0^{\rm WKB}=57.54\times2.3203=133.5\ \text{meV},$$

or 0.00494 and 0.00491 hartree. The WKB value is low by 1.03 meV. With $t_0=9\pi/8=3.534$, the correction in (8) is $5/(48\times12.49)=0.0083$. It raises the WKB energy to 134.6 meV, which is 0.09 meV above the Airy value. The remaining error has the opposite sign and is about twelve times smaller.

The next levels show the predicted decrease of the error, given relative to the Airy energy:

| $n$ | Airy (meV) | WKB (meV) | WKB error |
|---|---|---|---|
| 0 | 134.5 | 133.5 | −0.76 % |
| 1 | 235.2 | 234.9 | −0.15 % |
| 2 | 317.6 | 317.5 | −0.06 % |
| 3 | 390.5 | 390.4 | −0.03 % |

As an independent test, the Hamiltonian was diagonalized without use of Airy functions on two grids, of spacing 0.0125 and 0.00625 nm, and the leading error, quadratic in the spacing, was removed by extrapolation. The six lowest extrapolated levels agree with (3) to within one part in a million. The grid energies also give the phase directly: the quantity $\frac1\pi\int k\,dz-n$ equals 0.759, 0.754, 0.753 and 0.752 for $n=0$ to 3. It approaches three quarters from above, as (8) implies.

The offset matters most for the ground level. Replacing $\frac34$ by 1, the WKB rule for two hard walls, gives 161.7 meV, which is 20 % too high relative to the Airy value. Replacing it by $\frac12$, which removes $\pi/4$ at both ends as if the wall were soft too, gives 101.9 meV, which is 24 % too low.

The ground-state turning point is at $134.5/50=2.69$ nm and the mean distance is two thirds of this, 1.79 nm. The uniform-field model requires the field to change little over such distances. A dense inversion layer violates this, because its own charge screens the field within the layer; the potential then has to be found self-consistently. By Gauss's law a field of 50 MV/m in silicon (relative permittivity 11.7) ends on about $3\times10^{12}$ elementary charges per cm². Unless the substrate is heavily doped, around $10^{18}$ cm⁻³, a large part of this charge is the inversion layer itself, and the field of the example is then not uniform. An oxide barrier of finite height also lets the wave enter the oxide, so $\psi(0)=0$ no longer holds. These changes to the model can easily outweigh the 1 meV separating the two solutions, so agreement between Airy and WKB energies measures the quality of the WKB approximation, not that of the triangular well as a description of a transistor. The numerical output below gives the values to more digits for checking the arithmetic.

## Computed values

```
effective mass: 0.50 electron masses
electric field: 50.0 MV/m
force constant F: 50.000 meV/nm
hbar^2/(2m): 76.1996 meV nm^2
length scale l: 1.15079 nm
energy scale F l: 57.5393 meV
scaled ground level, Airy: 2.338107 (no unit)
scaled ground level, WKB: 2.320251 (no unit)
n=0 Airy zero s_n: 2.338107 (no unit)
n=0 energy, Airy: 134.5330 meV
n=0 energy, grid: 134.5330 meV
n=0 energy, WKB: 133.5055 meV
n=0 WKB error: -0.7637 %
n=0 action/pi - n: 0.758675 (no unit)
n=1 Airy zero s_n: 4.087949 (no unit)
n=1 energy, Airy: 235.2176 meV
n=1 energy, grid: 235.2176 meV
n=1 energy, WKB: 234.8644 meV
n=1 WKB error: -0.1502 %
n=1 action/pi - n: 0.753950 (no unit)
n=2 Airy zero s_n: 5.520560 (no unit)
n=2 energy, Airy: 317.6490 meV
n=2 energy, grid: 317.6490 meV
n=2 energy, WKB: 317.4536 meV
n=2 WKB error: -0.0615 %
n=2 action/pi - n: 0.752539 (no unit)
n=3 Airy zero s_n: 6.786708 (no unit)
n=3 energy, Airy: 390.5022 meV
n=3 energy, grid: 390.5022 meV
n=3 energy, WKB: 390.3725 meV
n=3 WKB error: -0.0332 %
n=3 action/pi - n: 0.751869 (no unit)
ground WKB minus Airy: -1.0275 meV
ground energy, corrected WKB: 134.6189 meV
corrected WKB minus Airy: 0.0859 meV
ground energy, Airy: 0.0049440 hartree
ground energy, WKB: 0.0049062 hartree
ground turning point: 2.6907 nm
ground mean distance: 1.7938 nm
ground energy with phase 1/2: 101.8838 meV
ground energy with phase 1: 161.7304 meV
energy ratio for 8 times field: 4.000000 (no unit)
energy ratio for 8 times mass: 0.500000 (no unit)
```
